Why an electronegative plasma can form an internal double layer

**Why can a plasma with a core rich in negative ions develop a sharp potential step inside the discharge, well before the wall sheath, instead of passing smoothly into its electron-dominated edge?**

The negative ions are much colder than the electrons. A potential drop of a few times their own temperature holds them in the core, while it hardly affects the electrons. The negative ions therefore vanish over a small interval of potential.

While they are present, they also shield the plasma well, and this lowers the speed that positive ions need before a sheath can form. That speed, the local Bohm speed, can be reached close to the core. Just beyond this point the negative-ion density collapses, and a neutral plasma could carry only a smaller flux of positive ions. But ionization continues, so the flux must grow. Neutrality fails, positive charge appears, and the potential drops abruptly.

Whether this drop is an internal layer or already the wall sheath depends on what follows. The drop accelerates the positive ions and thins them out. If the remaining hot electrons then outnumber them, negative charge forms, and enough of it brings the field back to zero. Positive charge followed by compensating negative charge is a double layer. When the Debye length is negligibly small, failure of the smooth join is thus necessary, but not sufficient.

**The model**

Take a plane symmetric discharge with its centre at x = 0. The positive ions are cold, are created at rest by electron impact at the rate νnₑ, and do not collide with the gas. They are treated as a fluid with one speed at each place, so the spread of speeds between ions born at different places is neglected. Electrons and negative ions have uniform temperatures Tₑ and Tₙ, written as energies. Their net force vanishes, so both follow Boltzmann's law. Attachment and loss of negative ions are taken to balance locally, and recombination with positive ions is neglected in the positive-ion balance.

Define η = −eφ/Tₑ, which is zero at the centre and grows towards the wall, and γ = Tₑ/Tₙ. The ratio of negative-ion to electron density is α₀ at the centre. Densities are measured in the central electron density nₑ₀, speeds in cₛ = √(Tₑ/M), and lengths in L = cₛ/ν. The central electron Debye length is λ = √(ε₀Tₑ/(nₑ₀e²)), and ε = λ/L is small.

The negative charge density and the corresponding pressure are

n = e^(−η) + α₀e^(−γη)
P = e^(−η) + (α₀/γ)e^(−γη)

so that dP/dη = −n. With positive-ion density n₊, speed u and flux Γ = n₊u, and a prime for d/dx, the equations are

Γ′ = e^(−η)
(Γu)′ = n₊η′
ε²η″ = n₊ − n

The momentum equation has no source term because new ions bring no momentum. Replace n₊ in it by n + ε²η″:

(Γu)′ = nη′ + ε²η′η″ = (−P + ε²η′²/2)′

Flux and field vanish at the centre. Integrating from there gives

Γu = K + ε²η′²/2, where K = P(0) − P(η)   (1)

This holds with or without neutrality.

**Where the neutral solution stops**

In a neutral region n₊ = n, and the field term in (1) is negligible. Then Γu = K and u = Γ/n, so

Γq² = nK   (2)

The subscript marks the flux that a neutral plasma carries at potential η. Let q = −dn/dη = e^(−η) + γα₀e^(−γη). Since dK/dη = n,

d(Γq²)/dη = n² − qK   (3)

At an extremum K = n²/q. The neutral relation u² = K/n then gives

u² = n/q   (4)

This is the marginal Bohm condition. To see this, consider a thin charged layer in which ionization is negligible. There Γ is constant and u du = dη, so dn₊/dη = −n₊/u². Positive charge can build up if n₊ falls no faster than n, hence if n/u² ≤ q. Equality is (4).

In the neutral core, continuity gives (dΓq/dη)η′ = e^(−η), or

η′ = e^(−η)/(dΓq/dη)   (5)

The field of the neutral solution diverges at the first maximum of Γq. Past it, the denominator is negative and η would have to decrease, back towards values already passed. The neutral solution cannot be continued outwards.

**When there is an early maximum**

The curve Γq always has a last maximum, where the wall sheath starts if the plasma can stay neutral up to it. In the limit ε → 0 an internal layer needs an earlier one. From K = n²/q, the extrema satisfy J(η) = P(0), where J = P + n²/q. With r = −dq/dη = e^(−η) + γ²α₀e^(−γη), differentiation gives

dJ/dη = −n − 2n + n²r/q² = n(nr/q² − 3)   (6)

J starts above P(0) and tends to zero. If it falls throughout, it crosses P(0) once, and Γq has one maximum. Extra extrema require J to rise somewhere, and a pair of them merges where nr = 3q².

Let a = (α₀e^(−γη))/e^(−η) be the local density ratio. Then n, q and r are e^(−η) times 1 + a, 1 + γa and 1 + γ²a, and the merging condition becomes

(1 + a)(1 + γ²a) = 3(1 + γa)²
1 + a + γ²a + γ²a² = 3 + 6γa + 3γ²a²
2γ²a² − (γ² − 6γ + 1)a + 2 = 0   (7)

The product of the roots is positive, so positive roots need a positive bracket. Real roots need (γ² − 6γ + 1)² ≥ 16γ². Together these give γ² − 6γ + 1 ≥ 4γ, or γ² − 10γ + 1 ≥ 0. For negative ions colder than electrons,

γ ≥ 5 + √24 ≈ 9.90   (8)

Above this value there are two distinct roots, and J rises between them. Each root fixes a central ratio α₀ at which a pair of extrema appears or disappears. Direct counting on the curve (2) agrees: at γ = 9.5 there was one extremum for all 200 sampled values of α₀ from 0.5 to 5, while at γ = 10.5 three were found for some α₀ between 1.7 and 2.0.

The condition nr = 3q² also has a direct meaning. Let ξ be the increase of η beyond the marginal point. With constant flux and ion energy, n₊ = Γ(u² + 2ξ)^(−1/2), whose second derivative at ξ = 0 is 3n/u⁴ = 3q²/n. The second derivative of n is r. The values and first derivatives agree, so to leading order

n₊ − n ≈ ½(3q²/n − r)ξ²   (9)

At a maximum of Γq², the second derivative −2nq + rK − qn = (n/q)(nr − 3q²) is negative when the maximum is not degenerate. The charge in (9) is then positive, as a potential drop towards the wall requires.

**When the field returns to zero**

Let η₁, u₁ and Γ₁ belong to the first maximum. In the limit ε → 0 the layer is too thin for ionization to matter, so Γ = Γ₁ and

u² = u₁² + 2(η − η₁)   (10)

Equation (1) then gives the field energy W = ε²η′²/2:

W = Γ₁u − K,  dW/dη = Γ₁/u − n   (11)

It is zero at η₁ and first rises, because the charge is positive. If W reaches zero again, the total charge passed is zero and the double layer is complete. If it does not, the drop continues into the wall sheath.

At a return, Γ₁u = K, and W is not increasing, so Γ₁/u ≤ n. Multiplication gives Γ₁² ≤ nK. The outer neutral branch must therefore be able to carry the flux: its maximum Γ₃ must be at least Γ₁. This is still not sufficient, because (10) allows the ions no loss of energy on their way to that branch.

The limiting case has W = 0 and dW/dη = 0 together. Field and charge then vanish at the same place, and the layer is an isolated step. Since W has a minimum there, d²W/dη² = −Γ₁/u³ + q ≥ 0, which means u² ≥ n/q. If the inequality is strict, the step ends on a falling part of Γq, where continued ionization again prevents neutrality. The isolated step is a limiting solution for the thin layer and cannot be followed by an extended neutral edge.

**Why the edge oscillates**

Below this limit the layer ends at zero field but with negative charge, so the potential turns back. Setting η′ = 0 in (1) gives u = K/Γ, hence

n₊ − n = Γ²/K − n = (Γ² − Γq²)/K   (12)

At an outer turning point, where η has a maximum, the charge is negative and Γ < Γq. At the next minimum of η the charge is positive and Γ > Γq. Since Γ has grown above Γ₁, Γq equals Γ before its last maximum only on the rising outer branch, and the two points lie on opposite sides of that neutral potential.

For a small deviation δ from that branch, constant flux and ion energy give

ε²δ″ = −(n/u² − q)δ   (13)

Ions slower than the local Bohm speed make the bracket positive, so δ oscillates with wavelength 2πλ/√(n/u² − q). In this cold-ion model the smooth edge is thus replaced by charge oscillations about the outer neutral branch. They depend on treating the ions as a single stream. Without collisions, a positive ion born at rest in one of the potential wells could not climb out, and such trapped ions would build up and change the potential. The oscillations are therefore a property of the model and should not be expected in this form in a real plasma.

**Two limits**

For α₀ ≫ 1, the inner maximum can be estimated without electrons. With y = e^(−γη), Γq² ≈ (α₀²/γ)y(1 − y), which is largest at y = ½:

Γ₁ ≈ α₀/(2√γ)

On the outer branch the negative ions have gone. With z = e^(−η), Γq² ≈ z(1 + α₀/γ − z), and

Γ₃ ≈ (1 + α₀/γ)/2

Equating the two fluxes gives α₀ ≈ γ/(√γ − 1), about √γ for large γ. A core with a much larger ratio delivers more flux than the outer branch can carry, and its edge is directly the start of the wall sheath. In the opposite limit α₀ → 0, the negative ions no longer shape the flux curve, and the single maximum of an ordinary plasma remains.

**A fluorine plasma**

Take F⁺ and F⁻ with Tₑ = 6 eV and Tₙ = 0.1 eV, so γ = 60. Let nₑ₀ = 2×10⁹ cm⁻³, α₀ = 4.5 and ν = 4×10⁴ s⁻¹. The sound speed is 5.52×10⁵ cm/s, so

L = 5.52×10⁵/(4×10⁴) = 13.8 cm

The Debye length is 407 µm, and ε = 0.00295.

For this γ, the early maximum appears at α₀ = 2.93. In the thin-layer limit the field returns to zero up to α₀ = 6.28, and the two flux maxima become equal at 6.83. At finite ε both ends shift downwards. With ε = 0.00295 the upper end is near 6.1, and the field already reverses at α₀ = 2.7, where Γq has only one maximum but nearly flattens; at 2.4 it does not reverse. Between the last two values a neutral outer branch could carry the flux, but the ions overshoot it. The estimate γ/(√γ − 1) = 8.9 for equal maxima is 30% too high, because electrons still contribute to the inner maximum. At the upper end of the window, the isolated step runs from η = 0.016 to 0.989, a drop of 0.973 × 6 = 5.8 V.

For α₀ = 4.5 the marginal point is at η₁ = 0.0182, with u₁ = 0.1649 and Γ₁ = 0.4112. The negative-ion to electron ratio there is still 1.54. Beyond it the neutral flux falls to 0.374 before rising to 0.538. This dip is what the growing ion flux cannot follow.

Equation (11) predicts a return at η = 0.2051. The terms can be checked by hand:

u = √(0.1649² + 2 × 0.1869) = 0.633
Γ₁u = 0.4112 × 0.633 = 0.260
K = 1 − e^(−0.2051) + 4.5/60 = 0.260

The positive-ion density is 0.4112/0.633 = 0.65, while the electron density is 0.81, so the charge is indeed negative. The thin-layer drop is 0.1869 × 6 = 1.12 V.

The inner core was then integrated as neutral, and the full cold-ion equations, including Poisson's, were followed from well before the marginal point to a floating wall. The potential turns at η = 0.224, and the drop from η₁ is 1.24 V. With ε five times smaller the turning point is 0.210, closer to the thin-layer value. The field peaks at 22 V/cm, and its width at half height is 0.54 mm, or 1.3 Debye lengths. The charge density at the two half-height points is +0.20 and −0.15 in units of enₑ₀.

The potential crosses η₁ at 5.70 cm, first turns at 5.82 cm, and reaches the wall at 8.44 cm. The next minimum is at η = 0.055. The outer neutral branch lies at 0.135 and 0.142 for the fluxes at these two points, so they fall on opposite sides of it, as (12) requires. There are nine outward-to-inward field reversals before the wall.

Three contrast cases reached the wall without a field reversal, with the same ε: α₀ = 1 at γ = 60, α₀ = 4.5 at γ = 8, and α₀ = 7.5 at γ = 60. The first two have one flux maximum; the third lies above the window. The numerical output follows this text.

**What a real discharge changes**

The parameters are rough values for a low-pressure fluorine plasma. They serve as an example and do not describe a measured discharge. Real fluorine-containing gases also supply molecular ions, and the ratio α₀ follows from their chemistry instead of being chosen. The single ion speed also affects the numbers. If collisionless cold ions instead fall freely from their birthplaces, the threshold in γ lies between 10.5 and 11, the early maximum at γ = 60 appears near α₀ = 3.25, and the thin-layer drop at α₀ = 4.5 is 0.92 V instead of 1.12 V.

For the layer itself, a critical assumption is that positive ions are cold. At the marginal point their directed energy is ½ × 0.1649² × 6 = 0.08 eV, less than the 0.1 eV of the negative ions. If the positive ions also have a temperature of 0.1 eV, their pressure enters the momentum balance. With τ = 1/γ, the thin-layer relations for isothermal ions become

W = Γ₁u + τn₊ − K − τ(1 + α₀)
u²/2 + τ ln n₊ − η = constant

The layer then runs from η = 0.017 to 0.612, a drop of 3.6 V, about three times the cold thin-layer value. This result holds only in the thin-layer limit. When the same warm-ion fluid is followed with Poisson's equation at ε = 0.00295, the field does not return to zero and the drop continues to the wall. With ε five times smaller, it returns to zero at η = 0.64. The reason is that warm ions lower the thin-layer upper end of the window from α₀ = 6.28 to 4.62, so α₀ = 4.5 lies close to it. At α₀ = 4 the warm fluid at ε = 0.00295 still returns to zero field, at η = 0.37. The example with α₀ = 4.5 therefore illustrates the mechanism for cold ions and does not predict a double layer for ions this warm. The isothermal law inside so thin a layer is itself an approximation.

Gas collisions matter in the core but hardly inside the layer. At 2 mTorr and 600 K, a rough cross section of 5×10⁻¹⁵ cm² gives a mean free path of 6.2 cm. The core is 0.92 paths long, and the layer width is 0.009 paths. With the corresponding drag in the equations, and with Tₑ, ν and α₀ held fixed, the first turning point moves from 0.224 to 0.168. There are still nine reversals. At 0.5 mTorr it is 0.206. This drag takes the collision rate as ion speed over path, as for a gas at rest. Core ions are slower than or comparable to the gas molecules, so it is an underestimate. Adding the mean thermal speed of F₂ at 600 K in quadrature gives 0.133 and eleven reversals at 2 mTorr.

Recombination, with a rough coefficient of 10⁻⁷ cm³/s, removes 12% of the ions produced at the centre. At fixed α₀ and ν this fraction grows in proportion to density. At 2×10¹⁰ cm⁻³ it would exceed unity, and the assumption of a positive net source throughout the core would fail. The argument for the layer needs a growing ion flux where the neutral branch ends; a denser discharge must therefore be treated with recombination included before this window is applied to it.

Numbers as computed

```
Te = 6.0 eV, Tn = 0.10 eV, gamma = 60.0
central ne = 2.0e+09 cm^-3, alpha0 = 4.50
ionization frequency = 4.0e+04 1/s, F+ mass = 18.998 u
ion sound speed cs = 5.520e+05 cm/s
ionization length L = 13.80 cm
central Debye length = 407 um, eps = 0.00295
threshold gamma = 9.8990
alpha0 window: lower end = 2.926, upper end = 6.278
alpha0 with equal flux maxima = 6.829
alpha0 where the two outer extrema merge = 37.83
limiting isolated layer: eta from 0.0157 to 0.9889
marginal point: eta1 = 0.0182, flux1 = 0.4112
ion speed there = 0.1649 cs, local Bohm speed = 0.1649 cs
flux minimum = 0.3737 at eta = 0.0587
outer flux maximum = 0.5375 at eta = 0.6208
outer neutral branch at flux1: eta = 0.1229
thin-layer turning point: eta = 0.2051
full equations, eps/5: turning eta = 0.2100
full equations, example: turning eta = 0.2241
change of turning eta with earlier switch = 3.7e-08
next minimum of eta = 0.0551
outer branch at these two points: eta = 0.1347, 0.1420
largest error of momentum integral = 8.7e-09
first layer potential drop = 1.235 V
layer field peak = 22.25 V/cm
layer width at half peak field = 544 um = 1.34 Debye lengths
charge at half-peak points = 0.2011, -0.1510 e*ne0
n-/ne at marginal point = 1.539, at turning = 8.15e-06
core edge at x = 5.70 cm, first turning at 5.82 cm
floating wall at x = 8.44 cm, eta = 4.914
field reversals (outward to inward) = 9
warm positive ions (T+ = Tn): eta from 0.0169 to 0.6120
warm-ion layer drop = 3.570 V
gas: 2.0 mTorr, 600 K, density = 3.22e+13 cm^-3
rough ion-neutral cross section = 5.0e-15 cm^2, path = 6.21 cm
core length / path = 0.918, layer width / path = 0.0087
with gas drag at 0.5 mTorr: reversals = 9, first turning eta = 0.2060
with gas drag at 2.0 mTorr: reversals = 9, first turning eta = 0.1681
rough recombination coefficient = 1.0e-07 cm^3/s
central recombination / ionization = 0.124
implied ionization coefficient = 1.24e-09 cm^3/s
```
